\section*{Why the Poole-Frenkel barrier lowering is twice the Schottky lowering}

\section{A fixed charge in a uniform field}

Consider an electron that has just left a trap in an insulator. The trap was neutral while it held the electron and now carries charge $+e$. Let a uniform field push the electron along $+x$ with force $f=eF$, where $F$ is the magnitude of the field and $e>0$. The trap sits at $x=0$ and cannot move. With
\begin{equation}
A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},
\label{eq:A}
\end{equation}
where $\varepsilon_r$ is the relative permittivity of the insulator, the energy of the electron on the line through the trap is
\begin{equation}
U(x)=-\frac{A}{x}-fx ,\qquad x>0 .
\label{eq:trapU}
\end{equation}
Its zero is the conduction-band edge without field, far from the trap. Completing a square gives the barrier without calculus:
\begin{equation}
U(x)=-2\sqrt{Af}-\left(\sqrt{\frac{A}{x}}-\sqrt{fx}\right)^2 .
\label{eq:square}
\end{equation}
The cross term of the square is $+2\sqrt{Af}$, which cancels the first term and leaves equation \eqref{eq:trapU}. The square is never negative, so the top of the barrier lies where it vanishes, at $A/x=fx$:
\begin{equation}
x_{\rm PF}=\sqrt{\frac{A}{f}},\qquad L_{\rm PF}=2\sqrt{Af}.
\label{eq:PF}
\end{equation}
Here $L_{\rm PF}$ is the Poole-Frenkel lowering, the depth of the top below the field-free band edge. Half of it comes from the attraction and half from the applied field.

Take $\varepsilon_r=4$ and $F=1$ MV/cm. Then $A=0.360$ eV nm, $f=0.1$ eV/nm, and
\begin{equation}
L_{\rm PF}=2\sqrt{0.360\times0.1}\ {\rm eV}=0.379\ {\rm eV},
\qquad x_{\rm PF}=1.90\ {\rm nm}.
\end{equation}
If the attraction were $-A/(4x)$ instead of $-A/x$, equation \eqref{eq:PF} would hold with $A/4$ in place of $A$, and the lowering would be halved. This is what happens at a metal surface. It remains to show where the quarter comes from.

The electron here passes over the barrier by thermal excitation. The field only lowers the top. Tunnelling is a separate process, treated below as a correction.

\section{The force from a metal surface}

Let a metal fill $x<0$ and the same insulator fill $x>0$. An electron at $x=h$ draws positive charge to the metal surface. Write $\rho$ for the distance along the surface from the foot of the perpendicular, and $\varepsilon=\varepsilon_0\varepsilon_r$. The potential in the insulator, without the applied field, must be constant on the plane, vanish far away, and have the electron as its sole source in $x>0$. These conditions fix it uniquely, and they are met by
\begin{equation}
\phi=-\frac{e}{4\pi\varepsilon}\left[
\frac{1}{\sqrt{\rho^2+(x-h)^2}}-\frac{1}{\sqrt{\rho^2+(x+h)^2}}\right].
\label{eq:phi}
\end{equation}
The second term is the potential of a fictitious charge $+e$ at $x=-h$, the image. With $R=\sqrt{\rho^2+h^2}$, the derivatives of the two fractions at $x=0$ are $h/R^3$ and $-h/R^3$. Their difference is $2h/R^3$, so the free charge per area on the metal is
\begin{equation}
\sigma=-\varepsilon\left.\frac{\partial\phi}{\partial x}\right|_{x=0}
=\frac{eh}{2\pi R^3}.
\label{eq:sigma}
\end{equation}
It is positive, as it should be opposite an electron.

The force follows from this real surface charge. A ring of radius $\rho$ and width $d\rho$ holds charge $2\pi\rho\sigma\,d\rho$. By symmetry only the force normal to the plane survives, which brings a factor $h/R$. Polarization of the insulator reduces the field of the ring by $\varepsilon_r$, already contained in $A$. The attraction toward the metal is therefore
\begin{align}
\mathcal F(h)&=\int_0^\infty \frac{e\sigma}{4\pi\varepsilon R^2}\,
\frac{h}{R}\,2\pi\rho\,d\rho
=Ah^2\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+h^2)^3}\nonumber\\
&=Ah^2\left[-\frac{1}{4(\rho^2+h^2)^2}\right]_0^\infty
=\frac{A}{4h^2}.
\label{eq:imageforce}
\end{align}
This equals the force from a charge $+e$ at distance $2h$. At equal electron distance the metal pulls with one quarter of the force of the fixed trap.

The potential energy needs one more step, because the image moves. The work needed to take the electron slowly from $x$ to infinity is
\begin{equation}
W=\int_x^\infty\frac{A}{4s^2}\,ds=\frac{A}{4x}.
\label{eq:work}
\end{equation}
Had the image been frozen at its initial place $-x$, the work would have been
\begin{equation}
W_{\rm frozen}=\int_x^\infty\frac{A}{(s+x)^2}\,ds=\frac{A}{2x},
\label{eq:frozen}
\end{equation}
twice as much. The two forces agree at the start, but as the electron leaves, the real image retreats and its pull weakens faster.

With the applied field driving electrons away from the metal, equation \eqref{eq:work} gives
\begin{equation}
U_{\rm S}(x)=-\frac{A}{4x}-fx .
\label{eq:schottkyU}
\end{equation}
Replacing $A$ by $A/4$ in equation \eqref{eq:PF} yields the Schottky result
\begin{equation}
x_{\rm S}=\frac12\sqrt{\frac{A}{f}},\qquad L_{\rm S}=\sqrt{Af},
\qquad \boxed{L_{\rm PF}=2L_{\rm S}} .
\label{eq:ratio}
\end{equation}
For the numbers above, $x_{\rm S}=0.949$ nm and $L_{\rm S}=0.190$ eV. The removal work from $x_{\rm S}$ is $0.095$ eV with the moving image and $0.190$ eV with the frozen one. Using the frozen-image energy in equation \eqref{eq:schottkyU} would replace $A/4$ by $A/2$ and give the false ratio $\sqrt{A/(A/2)}=\sqrt2$.

\section{What the motion of the counter-charge does}

Both cases belong to one family. Suppose that when the electron is at $s$, its positive counter-charge is at $-\lambda s$. The trap has $\lambda=0$ and the metal image has $\lambda=1$. Other values are a thought experiment in which some agent moves the charge. The separation is $(1+\lambda)s$, so the work done against the attraction gives
\begin{equation}
U_\lambda(x)=-\int_x^\infty\frac{A\,ds}{(1+\lambda)^2s^2}-fx
=-\frac{A}{(1+\lambda)^2x}-fx .
\label{eq:family}
\end{equation}
Setting the derivative to zero,
\begin{equation}
\frac{A}{(1+\lambda)^2x^2}-f=0
\quad\Longrightarrow\quad
x_\lambda=\frac{1}{1+\lambda}\sqrt{\frac{A}{f}} .
\label{eq:xlambda}
\end{equation}
The second derivative, $-2A/[(1+\lambda)^2x^3]$, is negative, so this is a maximum. At it the two terms of equation \eqref{eq:family} are equal, and
\begin{equation}
L_\lambda=2fx_\lambda=\frac{2\sqrt{Af}}{1+\lambda}.
\label{eq:Llambda}
\end{equation}
The lowering is thus inversely proportional to the factor by which the retreat of the counter-charge stretches the separation. This is the precise sense in which a fixed trap charge causes the factor two.

The word ``fixed'' needs a location as well. If the positive charge were fixed at $-d$ while the electron started at $x=0$, then with $y=x+d$ the energy would be $-A/y-fy+fd$. Its maximum gives a lowering $2\sqrt{Af}-fd$, provided $d<\sqrt{A/f}$. The full Poole-Frenkel value requires $d=0$: the charge must stay where the electron started.

The comparison also holds the field and the permittivity equal. If the two processes see different permittivities, equation \eqref{eq:A} changes the ratio to $2\sqrt{\varepsilon_{\rm S}/\varepsilon_{\rm PF}}$. If the emptied trap has charge $+Ze$, then $A$ becomes $ZA$ for the trap alone, and the ratio is $2\sqrt Z$. A trap that is negative when filled and neutral when empty leaves no Coulomb attraction behind, so this mechanism is absent.

\section{When the barrier picture applies}

Let the trap level lie at $-E_t$. The barrier left for thermal emission is $E_t-L_{\rm PF}$, which assumes that the field does not shift the level itself. For a trap state of definite parity the first-order shift vanishes. For a compact bound state, whose binding core is not much wider than $r$, the second-order shift is of the order of $(fr)^2/E_t$, where $r=\hbar/\sqrt{2mE_t}$ is the decay length of the bound state and $m$ the effective mass. With $E_t=1.2$ eV and half the free-electron mass, $r=0.25$ nm and the estimate is $5\times10^{-4}$ eV, small beside $L_{\rm PF}$. A wider core is more polarizable: a spherical core of radius 1 nm holding the same level shifts by about $3\times10^{-3}$ eV.

The classical barrier disappears when $L_{\rm PF}=E_t$, that is, at
\begin{equation}
f_0=\frac{E_t^2}{4A}
=\frac{(1.2)^2}{4\times0.360}\ {\rm eV/nm}=1.0\ {\rm eV/nm},
\label{eq:vanish}
\end{equation}
or 10 MV/cm. This value is an extrapolation. It equals the rough breakdown field of the film considered below, and $x_{\rm PF}$ there is only $0.6$ nm. At such distances the short-range core matters, and that core is needed to bind a level at 1.2 eV, since the bare Coulomb well with these parameters binds only $0.43$ eV. As that field is approached, tunnelling also makes the classical rate unreliable. In the opposite limit, $f\to0$, both lowerings vanish as $\sqrt f$, while $x_{\rm PF}$ grows as $1/\sqrt f$. The barrier top then moves out toward other charged traps and the electrodes, and where it reaches them the isolated-trap model fails at low field too.

\section{From barriers to emission rates}

If the rate prefactor is held fixed, lowering a barrier by $L$ multiplies the thermal rate by $\exp(L/k_BT)$. At $T=400$ K, $k_BT=0.0345$ eV and
\begin{equation}
g\equiv\frac{L_{\rm PF}}{k_BT}=11.0,\qquad
e^{g/2}=246,\qquad e^g=6.0\times10^4 .
\label{eq:enhance}
\end{equation}
The second number is the Schottky enhancement and the third the Poole-Frenkel enhancement along the field. Doubling the lowering squares the factor.

A trap can emit in every direction, whereas a flat metal has the same barrier at every point of its surface. As an estimate, let the electron leave the trap on a straight ray at angle $\theta$ to the force. For $\theta<\pi/2$ the energy is $-A/r-fr\cos\theta$, and equation \eqref{eq:PF} gives the lowering $L_{\rm PF}\sqrt{\cos\theta}$. For backward rays there is no such maximum, and the model assigns them the zero-field rate. Averaging over the sphere and substituting $\cos\theta=t^2$,
\begin{align}
M(g)&=\frac12+\frac12\int_0^{\pi/2}e^{g\sqrt{\cos\theta}}\sin\theta\,d\theta
=\frac12+\int_0^1te^{gt}\,dt\nonumber\\
&=\frac12+\frac{e^g}{g}-\frac{e^g-1}{g^2}
=\frac12+\frac{1+(g-1)e^g}{g^2}.
\label{eq:rays}
\end{align}
The last integral was done by parts. For small $g$, expanding the exponential under the integral gives $M\simeq1+g/3$. At $g=11.0$ the average is $5.0\times10^3$, or $0.083$ of the value along the field.

This average also changes the slope of a logarithmic plot. For large $g$, $\ln M\simeq g+\ln(g-1)-2\ln g$, so
\begin{equation}
\frac{d\ln M}{dg}\simeq1+\frac1{g-1}-\frac2g=0.918
\label{eq:slope}
\end{equation}
for the example. Since $g\propto\sqrt F$, the local slope against $\sqrt F$ is $2\times0.918=1.84$ times the Schottky slope, although the largest lowerings still differ by a factor of exactly two in this model. The estimate gives all rays the same prefactor. In a classical flux over the barrier top the opening narrows as the field grows, which makes the slope lower still.

\section{Why a current may hide the factor two}

A measured current depends on the density $n$ of free electrons, and so on recapture. Let $N_d$ be the density of traps of the kind treated here, and let $N_a$ acceptors each hold one electron permanently. Charge neutrality makes the density of empty traps $n+N_a$, leaving $N_d-N_a-n$ filled. Equating release and recapture gives
\begin{equation}
n(n+N_a)=K(N_d-N_a-n),\qquad
K=N_c\,e^{-(E_t-L_{\rm PF})/k_BT}.
\label{eq:balance}
\end{equation}
Here $N_c$ is the effective density of band states, with degeneracy factors absorbed. The capture coefficient is taken as independent of field, and emission along the field sets the rate.

For $N_a=0$ and $n\ll N_d$, equation \eqref{eq:balance} becomes $n^2=KN_d$, hence
\begin{equation}
n=\sqrt{KN_d}\propto e^{L_{\rm PF}/(2k_BT)}=e^{L_{\rm S}/k_BT}.
\label{eq:uncomp}
\end{equation}
For $N_a\gg n$ with $N_d-N_a\gg n$, it becomes
\begin{equation}
n=K\frac{N_d-N_a}{N_a}\propto e^{L_{\rm PF}/k_BT}.
\label{eq:comp}
\end{equation}
Solving the full balance numerically with $N_d=N_c=10^{19}$ cm$^{-3}$ gives slopes of $\ln n$ in $L_{\rm PF}/k_BT$ of $0.500$ for $N_a=0$ and $1.000$ for $N_a=10^{18}$ cm$^{-3}$.

If the mobility is constant, the current density $J$ is proportional to $nF$. A plot of $\ln(J/F)$ against $\sqrt F$ for the uncompensated film then has the slope $L_{\rm S}/(k_BT\sqrt F)$, the same as $\ln J$ for Schottky emission with a constant prefactor. The trap barrier still falls by $2L_{\rm S}$. The square root in equation \eqref{eq:uncomp} arises because each emission creates both a free electron and an empty trap that can recapture one. A slope alone therefore does not identify the mechanism.

\section{Tunnelling near the top}

Near its maximum the trap barrier is an inverted parabola with curvature $-2A/x_{\rm PF}^3$. Its characteristic quantum is
\begin{equation}
\hbar\omega=\hbar\sqrt{\frac{2A}{m x_{\rm PF}^3}}=0.127\ {\rm eV}.
\label{eq:omega}
\end{equation}
At energy $\epsilon$ from the top, a parabolic barrier transmits the fraction $[1+\exp(-2\pi\epsilon/\hbar\omega)]^{-1}$. For motion along the line only, the thermal flux divided by its classical value is
\begin{equation}
\kappa=\int_{-\infty}^{\infty}\frac{d\epsilon}{k_BT}\,
\frac{e^{-\epsilon/k_BT}}{1+e^{-2\pi\epsilon/\hbar\omega}} .
\end{equation}
Put $v=e^{-2\pi\epsilon/\hbar\omega}$ and $b=\hbar\omega/(2\pi k_BT)$. Then
\begin{equation}
\kappa=b\int_0^\infty\frac{v^{b-1}}{1+v}\,dv
=\frac{\pi b}{\sin\pi b},\qquad 0<b<1 .
\label{eq:kappa}
\end{equation}
The example has $\pi b=0.127/(2\times0.0345)=1.84$, which gives $\kappa\simeq1.9$. A semiclassical integral that uses the actual barrier shape between the trap level and the top, and keeps the parabolic transmission above the top, gives $1.8$. At 300 K and the same field it gives $3.1$; at 400 K and twice the field, $7.6$. At 0.10 MV/cm and 400 K the excess over one is $0.0167$ from the integral and $0.0180$ from equation \eqref{eq:kappa}, a difference of about 7\% of the latter. This agreement does not measure their accuracy. Both omit an anharmonic term of order $\hbar^2$ that raises the effective top by $5\hbar^2/(64mx_{\rm PF}^2)$, which is $3.3$ meV at 1 MV/cm and $0.33$ meV at 0.10 MV/cm. Integrating the Schr\"odinger equation directly, with the Coulomb well smoothly cut off near the trap, gives about $1.5$, $2.5$ and 6 to 7 in place of $1.8$, $3.1$ and $7.6$, and a weak-field excess of $0.007$ to $0.009$; the spread reflects the choice of cutoff.

The metal barrier is sharper. Its curvature is $-2(A/4)/x_{\rm S}^3=-4A/x_{\rm PF}^3$, so for equal mass its $\hbar\omega$ is larger by $\sqrt2$. For motion along the line, tunnelling thus changes the ratio of the two rates, even though the ratio of the classical lowerings stays two.

For a trap in three dimensions these factors are incomplete, because they leave out the sideways motion. At the barrier top the energy rises sideways, with curvature $A/x_{\rm PF}^3$ in each of two directions, half the size of the curvature along the field. The sideways motion therefore has the quantum $\hbar\omega/\sqrt2$, and its zero-point energy, $0.090$ eV for the two directions together, raises the barrier. In the harmonic approximation each direction multiplies the rate by $u/\sinh u$ with $u=\hbar\omega/(2\sqrt2\,k_BT)=1.30$. Together they give $0.59$. In this estimate, most of the gain from tunnelling at 400 K and 1 MV/cm is cancelled: $1.9\times0.59\simeq1.1$. The sideways quantum exceeds $k_BT$ here, so the harmonic value is only a rough guide. A flat metal has no such sideways confinement.

\section{A silicon nitride storage film}

The parameters used here are rough values for a silicon nitride charge-storage film: optical permittivity 4, trap depth 1.2 eV, effective mass 0.5 and trap density $10^{19}$ cm$^{-3}$. The field is a tenth of a rough breakdown field of 10 MV/cm and is low compared with programming conditions; 400 K is hotter than ordinary use. At this field the model leaves a trap barrier of $1.2-0.379=0.82$ eV. The model assumes traps that are neutral when filled and positive when empty; for a real film this must be established separately. Another assumption, that of an isolated trap, is doubtful where many traps are empty; filled ones are neutral in this model. The inverse cube root of the trap density is $4.6$ nm, not far above $x_{\rm PF}=1.9$ nm, and randomly placed traps have their nearest neighbour closer still, at $2.6$ nm on average. An empty trap $4.6$ nm away directly down-field lowers the barrier by a further $0.046$ eV, measured from the starting level, which the neighbour also lowers. At $2.6$ nm the same arrangement gives $0.16$ eV. Below about $2.4$ nm the barrier beyond both traps is the higher one, and the extra lowering falls again as the distance shrinks. The choice of permittivity matters too: if the lattice followed the electron fully, a static value of 7 would reduce $L_{\rm PF}$ to $0.287$ eV. An electrode 5 nm behind the trap shifts the barrier top by only $-8\times10^{-4}$ eV; one 5 nm down-field shifts it by $-2.5\times10^{-3}$ eV, and one 3 nm down-field by $-0.018$ eV. These figures size separate corrections and do not amount to a prediction of a device current. The numerical output below lists most of the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Optical relative permittivity (rough input): 4.0
Static relative permittivity (rough input): 7.0
Field: 1.00 MV/cm
Temperature: 400 K
Trap depth (rough input): 1.20 eV
Effective mass / electron mass (rough input): 0.50
Trap density (rough input): 1.0e+19 cm^-3
Band density of states (input): 1.0e+19 cm^-3
Acceptors, compensated case (input): 1.0e+18 cm^-3
Coulomb constant A: 0.3600 eV nm
Thermal energy kT: 0.03447 eV
Image force / fixed-charge force at equal x: 0.250000
Schottky lowering, formula: 0.18973 eV
Schottky lowering, numerical: 0.18973 eV
Poole-Frenkel lowering, formula: 0.37947 eV
Poole-Frenkel lowering, numerical: 0.37947 eV
Ratio of numerical lowerings: 2.000000
Schottky barrier position: 0.9487 nm
Poole-Frenkel barrier position: 1.8973 nm
Removal work from x_S, moving image: 0.09487 eV
Removal work from x_S, frozen image: 0.18973 eV
Ratio if frozen-image energy is misused: 1.4142
Remaining trap barrier: 0.8205 eV
Field where trap barrier vanishes: 10.00 MV/cm
Poole-Frenkel lowering / kT: 11.009
Schottky enhancement: 245.8
Poole-Frenkel enhancement, one direction: 6.041e+04
Poole-Frenkel enhancement, ray average: 4989
Ray average / one-direction value: 0.0826
Slope of log ray average in L_PF/kT: 0.9181
Carrier slope in L_PF/kT, uncompensated: 0.5000
Carrier slope in L_PF/kT, compensated: 1.0000
Barrier-top quantum hbar*omega: 0.1267 eV
Weak-field test: field: 0.10 MV/cm
Weak-field tunnelling excess, integral: 0.01674
Weak-field tunnelling excess, parabola: 0.01804
Tunnelling factor, example: 1.790
Tunnelling factor, same field at 300 K: 3.111
Tunnelling factor, doubled field at 400 K: 7.639
Poole-Frenkel lowering, static permittivity: 0.2869 eV
Mean trap spacing: 4.642 nm
Extra lowering from empty down-field neighbour: 0.0463 eV
Electrode distance (input): 5.0 nm
Barrier-top energy shift from electrode: -7.90e-04 eV
Trap-state radius estimate: 0.252 nm
Second-order trap-level shift estimate: 5.29e-04 eV
Rough breakdown field (input): 10 MV/cm
Field / rough breakdown field: 0.10
\end{verbatim}
